# Why strong lateral repulsion splits a first-order desorption peak

A simulation of thermal desorption needs a rule for how the barrier falls with coverage. A simple choice is a straight line, \(E_0-4w\theta\) on a square lattice with pair repulsion \(w\). If a measured trace has two peaks, that rule with one kind of site cannot reproduce them, and the fit is pushed towards a second binding site. A rule that lets neighbouring occupations correlate can give two peaks from one kind of site. The choice of closure therefore decides what the trace is taken to say about the surface.

## The model and its rate

Atoms sit on a square lattice, at most one per site, with coverage \(\theta\). Each occupied nearest-neighbour pair costs \(w>0\), and \(x=w/kT\). An atom with \(i\) occupied neighbours desorbs at the rate \(\nu e^{-(E_0-iw)/kT}\): repulsion raises the adsorbed state but not the transition state. Diffusion keeps the layer in equilibrium, nothing readsorbs, and \(T\) rises at a constant rate \(\beta\) from a cold, full layer. The rate per site is

\[
r=\nu e^{-E_0/kT}\sum_i P(1,i)\,e^{ix},
\]

where \(P(1,i)\) is the probability that a site is occupied and has \(i\) occupied neighbours.

A configuration with \(N\) atoms and \(M\) occupied pairs has weight \(\lambda^N e^{-xM}\), with \(\lambda\) the activity. Filling an empty site that has \(i\) occupied neighbours multiplies the weight by \(\lambda e^{-ix}\), so \(P(1,i)=\lambda e^{-ix}P(0,i)\). The exponentials cancel:

\[
r=\nu e^{-E_0/kT}\,\lambda\,(1-\theta).
\]

Any approximation for \(\lambda(\theta,T)\) now gives a desorption trace.

## First contribution: the average repulsion

Random mixing gives every site the same independent occupation probability. With two bonds per site, the free energy per site is

\[
\frac{f}{kT}=2x\theta^2+\theta\ln\theta+(1-\theta)\ln(1-\theta).
\]

Its derivative is \(\ln\lambda=4x\theta+\ln[\theta/(1-\theta)]\), and hence

\[
r=\nu\theta\,e^{-(E_0-4w\theta)/kT}.
\]

To count peaks, let \(R=-d\theta/dT=r/\beta\) and \(L(\theta,T)=\ln r\), with subscripts for partial derivatives. Along the trace

\[
\frac{d\ln R}{dT}=L_T-RL_\theta .
\]

Heating raises the rate and loss of atoms lowers it. Differentiating again, with \(dR/dT=0\) at a stationary point, gives

\[
(\ln R)''=L_{TT}-2RL_{T\theta}+R^2L_{\theta\theta}.
\]

For random mixing define \(\varepsilon=(E_0-4w\theta)/kT\) and \(s=1+4x\theta\). Then

\[
L_T=\frac{\varepsilon}{T},\quad L_{TT}=-\frac{2\varepsilon}{T^2},\quad L_\theta=\frac{s}{\theta},\quad L_{T\theta}=-\frac{4x}{T},\quad L_{\theta\theta}=-\frac1{\theta^2}.
\]

Stationarity requires \(R=L_T/L_\theta=\varepsilon\theta/(sT)\). Inserting this, and using \(4x\theta=s-1\),

\[
T^2(\ln R)''=-2\varepsilon+\frac{2\varepsilon(s-1)}{s}-\frac{\varepsilon^2}{s^2}
=-\frac{2\varepsilon}{s}-\frac{\varepsilon^2}{s^2}.
\]

This is negative if \(E_0>4w\), since then \(\varepsilon>0\) at every coverage. Every stationary point is a maximum. Two maxima would need a minimum between them, so there is one peak, however strong the repulsion within that bound.

The same formula shows why the peak broadens. Take \(E_0=2.5\) eV, \(\nu=10^{13}\ \mathrm{s^{-1}}\), \(\beta=1\) K/s and \(w=0.20\) eV; these values hold below unless another is stated. Numerical integration of the rate equation from 400 to 1000 K, starting at \(\theta=1\), puts the peak at 628.5 K with \(\theta=0.736\). There \(kT=0.0542\) eV, so

\[
\varepsilon=\frac{2.5-0.589}{0.0542}\approx35.3,\qquad s=1+4(3.69)(0.736)\approx11.9,
\]

and the curvature \(T^2(\ln R)''\) is \(-(5.9+8.8)\approx-15\). Without repulsion the peak is at 873.5 K, where \(s=1\), \(\varepsilon\approx33\) and the curvature is about \(-1170\). The full width at half maximum grows from about 62 K to about 305 K. A Gaussian with these curvatures would have widths of 60 and 385 K, so the curvature at the top gives the trend but not the size of the broad peak. Each departure raises the barrier for the atoms that remain, and because the barrier is linear in coverage this braking is spread over the whole trace.

## Second contribution: pair correlation

Quasi-chemical theory treats the bond as its basic unit. Let \(P_{AA}\) and \(P_{00}\) be the probabilities that a bond is full or empty, and \(y\) that of one of the two mixed orientations. Counting sites gives \(P_{AA}=\theta-y\) and \(P_{00}=1-\theta-y\). The pair approximation adds the entropy of two bonds per site and removes the overcounted site entropy three times:

\[
\begin{aligned}
\frac{f}{kT}={}&2xP_{AA}+2\left[P_{AA}\ln P_{AA}+2y\ln y+P_{00}\ln P_{00}\right]\\
&-3\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].
\end{aligned}
\]

Setting \(\partial f/\partial y=0\) at fixed \(\theta\) gives \(-2x+2\ln[y^2/(P_{AA}P_{00})]=0\), or

\[
\frac{P_{AA}P_{00}}{y^2}=e^{-x}.
\]

With \(c=1-e^{-x}\) this is \(cy^2-y+\theta(1-\theta)=0\). The root that tends to the random value \(\theta(1-\theta)\) as \(x\to0\) is

\[
y=\frac{1-b}{2c}=\frac{2\theta(1-\theta)}{1+b},\qquad b=\sqrt{1-4c\,\theta(1-\theta)},
\]

where the second form uses \(1-b^2=4c\theta(1-\theta)\).

Since \(f\) is stationary in \(y\), the activity follows from the derivative with respect to \(\theta\) at fixed \(y\):

\[
\lambda=e^{2x}\left(\frac{P_{AA}}{P_{00}}\right)^2\left(\frac{1-\theta}{\theta}\right)^3
=\left(\frac{y}{P_{00}}\right)^4\left(\frac{1-\theta}{\theta}\right)^3 .
\]

The last step replaces \(e^xP_{AA}\) by \(y^2/P_{00}\). Multiplying by \(1-\theta\) and using \(P_{00}=(1-\theta)(b+1-2\theta)/(1+b)\),

\[
r=\nu\theta e^{-E_0/kT}g^4,\qquad g=\frac{y(1-\theta)}{\theta P_{00}}=\frac{2(1-\theta)}{b+1-2\theta}.
\]

Equivalently \(g=1-q+qe^x\), where \(q=P_{AA}/\theta\) is the chance that a given neighbour of an atom is occupied.

### The barrier becomes a step

Write \(b^2=(2\theta-1)^2+4\theta(1-\theta)e^{-x}\). When the last term is small compared with the first, \(b\to|2\theta-1|\). Below half coverage this gives \(g\to(1-\theta)/(1-2\theta)\). Above it the denominator of \(g\) nearly cancels. Multiplying above and below by \(b+2\theta-1\) turns it into \(4\theta(1-\theta)e^{-x}\), so

\[
g=\frac{(b+2\theta-1)e^x}{2\theta}\to e^x\,\frac{2\theta-1}{\theta}.
\]

The Boltzmann factor is thus \(e^{-E_0/kT}\) below half coverage and \(e^{-(E_0-4w)/kT}\) above it. Below half coverage atoms can avoid one another. Above it they cannot, and atoms with four occupied neighbours dominate desorption. The local barrier \(kT^2L_T\) at 730 K, where \(x=3.18\), shows the contrast:

| \(\theta\) | quasi-chemical (eV) | random mixing (eV) |
|---|---|---|
| 0.75 | 1.72 | 1.90 |
| 0.50 | 2.10 | 2.10 |
| 0.25 | 2.48 | 2.30 |

Both theories change the barrier by \(4w=0.8\) eV between an empty and a full layer. They differ in where the change occurs.

### From a step to a minimum

At \(\theta=1/2\), \(b=e^{-x/2}\) and \(g=e^{x/2}\). Hence \(g^4=e^{2x}\), and the two theories give the same rate. Their slopes differ. Since \(b'=-2c(1-2\theta)/b\) vanishes there,

\[
(\ln g)'=-\frac1{1-\theta}-\frac{b'-2}{b+1-2\theta}=-2+2e^{x/2},
\]

and \(L_\theta=S=2+8(e^{x/2}-1)\), against \(2+4x\) for random mixing. At 730 K these are 33.2 and 14.7.

Differentiating \(b^2\) twice gives \(b''=4c/b\) at half coverage, so \(b''/b=4/b^2-4\), and

\[
(\ln g)''=-4-\frac{b''}{b}+\frac4{b^2}=0 .
\]

The factor \(\theta\) alone contributes, and \(L_{\theta\theta}=-4\). With \(\varepsilon=(E_0-2w)/kT\), the other terms are \(L_{TT}=-2\varepsilon/T^2\) and \(L_{T\theta}=dS/dT=-4xe^{x/2}/T\). A stationary point at half coverage has \(R=\varepsilon/(ST)\), and therefore

\[
T^2(\ln R)''=2\varepsilon\left(\frac{4xe^{x/2}}{S}-1\right)-\frac{4\varepsilon^2}{S^2}.
\]

In random mixing the corresponding ratio, \(4x/(2+4x)\), stays below one. Here it grows as \(x/2\) for large \(x\), and the curvature can become positive. At exactly half coverage the only positive term is \(-2RL_{T\theta}\): heating softens the step and the braking by lost atoms weakens. This is not the only route to a minimum. For roughly \(0.19<\theta<0.50\) the foot of the step makes \(L_{\theta\theta}\) positive, and a step frozen at its 730 K shape still gives two peaks, with the dip near \(\theta=0.45\).

At 730 K, \(\varepsilon=2.1/0.0629\approx33.4\) and the ratio is \(62.3/33.2\approx1.88\). If half coverage at 730 K is made a stationary point, which needs \(\nu\approx9\times10^{11}\ \mathrm{s^{-1}}\) in place of \(10^{13}\ \mathrm{s^{-1}}\), the curvature is \(2(33.4)(0.877)-4.0\approx54.5\), a minimum; direct integration with that prefactor gives 54.4. For \(w=0.08\) eV at the same temperature, again with the prefactor adjusted, it is \(-63\), a maximum. With \(\nu=10^{13}\ \mathrm{s^{-1}}\) and \(w=0.20\) eV the trace crosses half coverage near 681 K, with the rate still falling.

## The two-peak trace

Integrated as before, the quasi-chemical rate gives peaks 254.5 K apart:

| feature | \(T\) (K) | \(R\) (K\(^{-1}\)) | \(\theta\) |
|---|---|---|---|
| low peak | 586.0 | 0.00625 | 0.800 |
| dip | 691.0 | 0.00144 | 0.486 |
| high peak | 840.5 | 0.00324 | 0.153 |

The dip sits close to half coverage, and its depth follows from the slope. At 691 K, \(S\approx36.9\) and \(\varepsilon\approx35.3\), so \(R\approx35.3/(36.9\times691\ \mathrm K)\approx0.0014\ \mathrm{K^{-1}}\). The peak positions follow from the two limiting forms of \(g\). A non-interacting layer with a barrier of 1.7 eV would peak at 600.5 K; the factor \([(2\theta-1)/\theta]^4\) moves this to 585.5 K. In the same way \([(1-\theta)/(1-2\theta)]^4\) moves the 873.5 K peak to 840.5 K.

Weak repulsion does not split the peak. Bisection in \(w\) between 0.05 eV (one peak) and 0.20 eV (two), assuming a single changeover, puts the threshold near 0.093 eV, where \(w/kT\approx1.39\) at half coverage. The local formula with the same \(\varepsilon\) changes sign at 1.88. It is therefore not the threshold of the whole trace: a minimum can form away from \(\theta=1/2\).

## Weighing the ingredients

Quasi-chemical theory both correlates neighbours and averages the rate over neighbourhoods. To isolate the averaging, keep the neighbours random:

\[
r=\nu\theta e^{-E_0/kT}(1-\theta+\theta e^x)^4 .
\]

This trace has one peak, at 598 K. At half coverage a neighbour is occupied with probability 0.5, against \(q=1/(1+e^{x/2})=0.17\) in quasi-chemical theory at 730 K. For these parameters, avoidance of neighbours makes the difference.

Avoidance can also enter as long-range order. Give two interpenetrating sublattices coverages \(a\) and \(d\), each in mean field:

\[
\ln\lambda=\ln\frac a{1-a}+4xd=\ln\frac d{1-d}+4xa .
\]

With strong order, \(d\to0\) and \(a\to2\theta\) below half coverage, so \(\lambda\to2\theta/(1-2\theta)\). Above it \(a\to1\) and \(d\to2\theta-1\), so \(\lambda\to e^{4x}(2\theta-1)/(2-2\theta)\). The same step appears, and the peaks lie at 601 and 855.5 K. Mean field as such does not forbid splitting; mean field with a single uniform coverage does.

Order matters here. The square-lattice Ising result \(w/kT=2\ln(1+\sqrt2)\) puts the ordering temperature at half coverage at 1317 K, far above the dip, so near half coverage the uniform quasi-chemical layer is not the true equilibrium state. It is not even stable within quasi-chemical theory, which itself orders at half coverage for \(w/kT>2\ln2\approx1.39\), almost the splitting threshold found above; at 691 K its uniform solution is unstable for about \(0.26<\theta<0.74\). The true lattice orders over a narrower range. At these temperatures the ordered range is roughly \(0.38<\theta<0.62\): the dip lies inside it and both quasi-chemical peaks lie outside. A transfer-matrix calculation of \(\lambda\) on an endless strip eight sites wide includes these correlations and gives peaks at 612 and 816.5 K. Going from width six to eight changes \(R\) by at most 4% of its maximum. The peaks still drift with width, from 610.5 and 820 K at width six to 613 and 815 K at width ten. Compared with this strip, quasi-chemical theory has the right number of peaks but overstates their separation by roughly 50 K.

## Real surfaces

The parameters are chosen to show the effect and describe no particular material. Attraction between atoms, which could gather them into islands, is excluded.

The number of peaks is sensitive to the range of the repulsion. Adding a second-neighbour repulsion of \(2^{-3/2}w=0.071\) eV, the value an \(r^{-3}\) law gives, makes the strip show four peaks, at 483.5, 586.5, 729.5 and 828.5 K; they move by up to about 2 K between widths six and ten. This is not a full dipolar layer: the more distant neighbours left out would add \(3.6w\approx0.72\) eV at full coverage, more than the \(1.4w\) from second neighbours. If the transition state keeps a quarter of the repulsion, the quasi-chemical peaks move to 653.5 and 854 K. Equilibrium also needs fast diffusion: a hundred hops per desorption at both peaks, with the same \(\nu\), require a hopping barrier below about 1.5 eV, or about 1.4 eV once the need for an empty neighbouring site is counted; this is a rough yardstick, not a proof of equilibrium. Without diffusion the nearest-neighbour layer still splits, but into four resolved peaks, near 587, 663, 730 and 873 K, with atoms that have one neighbour giving only a shoulder near 800 K. Two peaks from one kind of site are thus a possible reading of a trace when repulsion is strong, short-ranged and equilibrated; they do not rule out two kinds of site.
